Competition between two diffusion-limited growth windows

**Problem**

A flat mask covers a crystal except for two circular windows of radius a = 1 µm, whose centres are d = 10 µm apart. A still fluid above the mask carries the growth species. Growth is diffusion-limited: attachment at the windows is so fast that the fluid touching them stays at its equilibrium concentration. The mask neither absorbs nor releases anything, and the fluid is so deep that its far concentration is undisturbed.

(a) Find the steady uptake of one window on its own.

(b) Show that, with both windows open, each takes up about six per cent less than it would alone.

(c) Find the uptakes and mean growth rates for selective liquid-phase epitaxy with diffusivity D = 5×10⁻⁵ cm²/s, far excess concentration c0 = 10¹⁷ cm⁻³ and solid density n_s = 5×10²² cm⁻³. Judge the assumptions.

**Hints**

1. Work with the deficit, the amount by which the concentration lies below its far value. What deficit does a single absorbing point of the mask plane produce?

2. For one window, try a flux density proportional to 1/√(a² − ρ²), with ρ the distance from the centre. Use polar coordinates centred on the point where the deficit is wanted, and integrate along straight lines.

3. The same lines give the deficit at a point of the mask outside the window.

4. For two windows, multiply the deficit of the pair by the flux density of an isolated window, integrate over that window, and exchange the order of integration.

5. The neighbour is itself weakened. Where does this enter?

**Full solution**

*The deficit of an absorbing point*

Let n be the concentration in excess of the equilibrium value at the crystal. In the steady state ∇²n = 0 in the fluid, n = 0 on the windows, the normal derivative of n vanishes on the mask, and n → c0 far away. The deficit is u = c0 − n. It obeys the same equation, tends to zero far away, and must equal c0 on every window.

Suppose a point of the plane absorbs dQ particles per second. By symmetry its deficit depends on the distance s alone. The flow through a hemisphere of radius s must equal dQ:

−D (du/ds) 2πs² = dQ, so u = dQ/(2πDs).

The factor is 2π, not 4π, because the fluid fills half of space. The gradient is radial, so it lies within the plane at all other points of the mask, and the no-flux condition holds there. For a flux density q into the windows, superposition gives

u(r) = ∫ q(r′) dA′ / (2πDs), s = |r − r′|.  (1)

It remains to find the q that makes u = c0 on the windows. The solution is unique. The difference w of two solutions vanishes on the windows, has no flux through the mask and falls off at least as 1/R at large distance R. Hence ∫|∇w|² dV, which equals a surface integral of w times its normal derivative, is zero.

*(a) One window*

Try

q = q0 a/√(a² − ρ²).  (2)

Take a field point inside the window and use polar coordinates (s, φ) about it. Then dA′ = s ds dφ, so dA′/s = ds dφ, and the singular denominator in (1) disappears. What remains is an integral of q along straight lines through the field point.

Let such a line pass at distance b from the window's centre, and let t be the position along it, measured from the middle of its chord. Then ρ² = b² + t². With h² = a² − b², we have a² − ρ² = h² − t², and

∫ dt/√(h² − t²) from −h to h = π.

The answer does not depend on b: every chord contributes the same amount. Two opposite rays form one line, so the lines cover angles from 0 to π. Therefore

u = [q0 a/(2πD)] · π · π = πa q0/(2D).

This is constant over the window, as required. Setting it equal to c0 gives q0 = 2Dc0/(πa). The total uptake is

Q0 = ∫ q0 a · 2πρ dρ/√(a² − ρ²) from 0 to a = 2πa² q0 = 4Dac0.  (3)

The uptake grows with the radius, not with the area. The mean flux density, Q0/(πa²) = 4Dc0/(πa), is twice the central value q0, because the rim collects from the fluid above the mask as well.

*The shadow of one window*

Now put the field point on the mask at distance r > a from the centre. A line through it meets the window only if its angle to the line of centres is less than arcsin(a/r) on either side. The lines that meet the window therefore fill an angle 2 arcsin(a/r), and each again contributes π:

u = [q0 a/(2πD)] · π · 2 arcsin(a/r) = c0 P(r),

P(r) = (2/π) arcsin(a/r).  (4)

At the rim P = 1, which joins the value inside. Far away, arcsin(a/r) ≈ a/r and P ≈ 2a/(πr). This decay is slow: a window ten radii away still lowers the concentration noticeably.

*(b) Two windows*

A first guess is that each window sees its supply lowered by P(d) and loses that fraction. This treats the neighbour as if it absorbed at full strength. An exact relation removes the inconsistency.

Let q be the true flux density when both windows are open, and Q the uptake of each; the two are equal by symmetry. Let e be the isolated flux density (2) on window 1. Multiply the true deficit by e and integrate over window 1. Since u = c0 there, the result is

∫₁ e u dA = c0 Q0.

Now insert (1) for u and exchange the integrations. The inner integral becomes the deficit that window 1 would cause alone, which is c0 on window 1 and c0 P(r) on window 2:

∫₁ e u dA = c0 ∫₁ q dA′ + c0 ∫₂ q P(r) dA′ = c0 Q (1 + p),

where r is measured from the centre of window 1 and

p = (1/Q) ∫₂ q P(r) dA′

is the mean of P over window 2, weighted by the true flux. Equating the two results,

Q = Q0/(1 + p), loss = 1 − Q/Q0 = p/(1 + p).  (5)

Nothing has been assumed small.

The flux q is nowhere negative. Reflect n evenly in the mask plane; the mask points then become interior points of a region in which n is harmonic. A harmonic function has no minimum in the interior, so the lowest value of n is the zero on the windows. Hence n > 0 in the fluid and n does not decrease on leaving a window, which means q ≥ 0. A mean with non-negative weights lies between the extremes of the quantity averaged. Points of window 2 have r between d − a = 9 µm and d + a = 11 µm, and so

P(11 µm) < p < P(9 µm).

Inserted in (5), these limits place the loss between 5.4 and 6.7 per cent (5.48 and 6.62 per cent before rounding outwards). This already proves the statement to within a fraction of a percentage point.

For a central estimate, take P at r = d and keep the first term of the arcsine:

p ≈ 2a/(πd) = 2/(10π) = 0.0637,

loss ≈ 0.0637/1.0637 = 0.0599.

Each window loses about six per cent. A numerical solution of the two-window integral equation gives p = 6.385 per cent and a loss of 6.00 per cent; a separate solution with the windows cut into small patches gives 5.95 per cent.

The denominator 1 + p answers hint 5. To leading order, window 1 responds to the lowered supply c0 − Q/(2πDd), which contains the actual uptake Q of its neighbour. For any compact absorber whose isolated uptake is K times the supply,

Q = K[c0 − Q/(2πDd)], hence Q = Kc0/(1 + x), x = K/(2πDd),

loss = x/(1 + x).  (6)

With K = 4Da this reproduces x = 2a/(πd). The full-strength guess would have given 6.4 per cent.

"Ten micrometres apart" was taken between centres. If it is the gap between the rims, then d = 12 µm and the loss is 5.05 per cent. For close windows the central estimate becomes rougher: at d = 3a it gives 17.5 per cent, against 17.8 per cent from the numerical solution.

The result must not be carried over to a large array by adding pairs. In a regular array with one window per area d², the number of windows at distances between r and r + dr is about 2πr dr/d². Each contributes a shadow proportional to 1/r, so the sum grows in proportion to the size of the array. Depletion is then collective: it depends on the size of the array and, once the array is wider than the fluid is deep, on that depth, provided the fluid is replenished from above. Without such a supply there is no steady state.

*(c) Numbers for liquid-phase growth*

With a = 10⁻⁴ cm, equation (3) gives

Q0 = 4 × (5×10⁻⁵) × 10⁻⁴ × 10¹⁷ = 2.00×10⁹ atoms/s.

With both windows open, each takes up 1.88×10⁹ atoms/s. The mean growth rate of the isolated window is

Q0/(πa² n_s) = 2.00×10⁹/(3.14×10⁻⁸ × 5×10²²) = 1.27×10⁻⁶ cm/s,

or 12.7 nm/s. Each paired window grows at 12.0 nm/s. These are averages over the window: by (2), the local supply is greatest at the rim, and a flat film requires redistribution along the surface.

After 1 s the mean film thickness is h = 12.7 nm, small compared with a. Suppose its surface is slightly domed, the centre standing higher than the rim by an amount equal to h. The radius of curvature is then about a²/(2h) = 39 µm. Curvature raises the equilibrium concentration by the fraction 2Γ/R, where R is that radius and Γ the capillary length. Taking Γ = 1 nm and a saturated concentration of 10¹⁹ cm⁻³, the rise is 0.5 per cent of c0. With the same dome rule it reaches about 5 per cent after 10 s. If this shift is the same and uniform on both windows, it replaces c0 by a slightly smaller driving excess in Q and Q0 alike, and the fractional loss is unchanged. A film that stands above the mask also collects through its raised edge, which increases both the uptake and the competition. For a flat-topped film of height h the uptake rises by about 3 per cent at h = 12.7 nm and by about 18 per cent at h = 127 nm, and (6) then gives losses of about 6.1 and 7.0 per cent. This effect is larger than the curvature shift at the same times. The flat-window result therefore describes only the early stage of growth, while the film is much thinner than the window radius.

*Comparison with real growth*

The parameters are rough values for selective liquid-phase epitaxy from a dilute metal melt. Melts in which the dissolved component amounts to a per cent or more have a far larger saturated concentration, and the curvature shift at the same c0 grows in proportion. Two assumptions need particular care. First, the crystal must stay flat and level with the mask. A real mask has a thickness t, and until the film fills the window the recess makes the resistance 1/K at least 1/(4Da) + t/(πa²D); for t = 0.1 µm this lowers the uptake by at least 11 per cent and weakens the competition. If growth continues until each crystal is a hemisphere of radius a, then K = 2πDa, since half a sphere absorbs through half of space. Equation (6) gives x = a/d = 0.1 and a loss of about 9.1 per cent; summing the image charges of two spheres gives 9.08 per cent. Second, attachment must be fast. Vapour epitaxy through windows this small can break that condition: for a growth species in hydrogen at atmospheric pressure, Variation 1 estimates that the loss falls to about 1.5 per cent. Stirring or convection in the melt would also change the far field and is not included.

**Variation 1: attachment at a finite rate**

*Let the flux density be q = k n at the window, with k a finite rate constant. How does the competition change?*

Define the length L = D/k. The concentration at the window is now qL/D instead of zero, so for a single window

∫ q dA′/(2πDs) + Lq/D = c0.

Write q = Qf, with ∫ f dA = 1. Multiplying by f and integrating gives c0 = Q R[f], where

R[f] = ∫∫ f f′ dA dA′/(2πDs) + (L/D) ∫ f² dA.

Thus 1/K = R[f]. The true f gives the smallest R of all normalised distributions. To see this, add a change g with ∫ g dA = 0. The term linear in g is 2∫ g (c0/Q) dA = 0, and the quadratic term R[g] is not negative: its first part is proportional to ∫|∇u|² dV for the deficit produced by g, and its second part is a square.

The minimum of a sum is at least the sum of the separate minima. The diffusion part has minimum 1/(4Da), by (3). The surface part is smallest for uniform f = 1/(πa²). Hence

1/K ≥ 1/(4Da) + L/(πa²D).  (7)

A uniform trial distribution gives a bound from the other side. At the rim of a disc of radius ρ, ∫ dA′/s is the integral of the chord length 2ρ cos ψ over −π/2 < ψ < π/2, which is 4ρ. Building the disc ring by ring and counting each pair twice,

∫∫ dA dA′/s = 2 ∫ 4ρ · 2πρ dρ from 0 to a = 16πa³/3.

Division by 2πD(πa²)² gives 8/(3π²Da) = 0.270/(Da), in place of 0.250/(Da) in (7). The two bounds on the resistance 1/K therefore differ by at most about 8 per cent, and by less when L is large. Taking (7) as an equality is a fair estimate of K, on the high side. By (6), a smaller K means weaker competition: a window that draws little casts little shadow.

In the melt, suppose that attachment needs one diffusion jump of 0.3 nm and succeeds with probability 0.1. Then k = 0.1 D/(0.3 nm) and L = 3 nm. Taken as an equality, (7) puts the uptake 0.4 per cent below the diffusion limit and leaves the loss at 6.0 per cent. Because (7) is a lower bound on the resistance, the true fall in uptake is larger, about 0.8 per cent, but with L only 0.003a diffusion control holds. A smooth facet with few attachment sites could have a much smaller probability; by (7), the uptake is already at least 11 per cent below the diffusion limit when L = 0.1a.

For vapour, take rough values for a growth species in hydrogen at 1000 K and 760 Torr: mass 100 u and D = 3 cm²/s. The mean thermal speed is v = 4.60×10⁴ cm/s. If every molecule that strikes the window sticks, k = v/4 and

L = 4D/v = 2.6 µm, K/(4Da) = 0.25/(0.25 + 2.61/π) = 0.231.

Then x = 0.231 × 0.0637 = 0.0147, and the loss is about 1.5 per cent. The effective mean free path, 3D/v = 2.0 µm, exceeds the window radius, so ordinary diffusion does not describe the gas close to the window. The formula serves here as an interpolation: it tends to 4Da for small L and to the collision rate πa²v/4 for large L. Less efficient sticking lowers k and weakens the competition further. A heavier carrier gas such as nitrogen has a smaller D and hence a smaller L, which brings the loss closer to its diffusion-limited value.

**Variation 2: soon after the start**

*The melt is uniform at t = 0, when the windows begin to absorb. What is the loss after 1 s?*

For a point sink of constant strength Q, the amount removed during dτ, a time τ ago, has spread as a Gaussian in the half-space:

u = ∫ 2Q (4πDτ)^(−3/2) exp[−r²/(4Dτ)] dτ from 0 to t.

Substitute η = r/√(4Dτ). The factor multiplying exp(−η²) dη becomes Q/(π^(3/2) D r), and the range runs from r/√(4Dt) to infinity. Therefore

u = [Q/(2πDr)] erfc[r/√(4Dt)].

For small y, erfc(y) ≈ 1 − 2y/√π. When the diffusion length is much greater than r, this gives

u ≈ [Q/(2πD)] (1/r − 1/ℓ), ℓ = √(πDt).

The missing part is the same at all nearby points, so it subtracts one constant per sink. The slow drift of Q adds corrections of higher order in a/ℓ. With b = 2a/π, multiplying the window condition by 4Da gives

alone: 4Dac0 = Q_alone (1 − b/ℓ),

paired: 4Dac0 = Q_pair (1 + b/d − 2b/ℓ).

Both uptakes exceed their steady values, the paired one by more, because two shadows are still incomplete. Comparing windows of the same age,

loss = 1 − (1 − b/ℓ)/(1 + b/d − 2b/ℓ).

At t = 1 s, √(Dt) = 70.7 µm and ℓ = 125 µm, so b/ℓ = 0.0051 and

loss = 1 − 0.9949/1.0535 = 0.056.

The loss is 5.6 per cent, 0.4 percentage points below its steady value, although the time d²/D for diffusion between the windows is only 0.02 s. The remaining approach is slow because ℓ grows as √t. In a melt 1 mm deep the upper boundary is not yet felt after 1 s. Its influence arrives after a time of order (1 mm)²/D = 200 s. The flat-window model loses accuracy much sooner: at 12.7 nm/s the film thickness is already about an eighth of the window radius after 10 s.

The numerical output lists most of the values used here.

Numbers as computed

```
Window radius a: 1.0 um; centre distance d: 10.0 um
Liquid diffusivity D: 5.0e-05 cm2/s
Excess concentration c0: 1.0e+17 cm^-3
Solid number density: 5.0e+22 cm^-3
Isolated uptake / (D a c0), solver: 4.000000
Deficit at d, arcsin form: 6.377 %
Deficit at d, point form: 6.366 %
Flux-weighted mean deficit p: 6.385 %
Lower bound on loss: 5.48 %
Upper bound on loss: 6.62 %
Loss, point estimate: 5.985 %
Loss, spectral solution: 6.002 %
Loss, patch solution: 5.95 %
Loss for 10 um edge to edge: 5.05 %
Loss for d = 3 a, spectral: 17.84 %
Isolated uptake Q0: 2.000e+09 atoms/s
Uptake of each paired window Q: 1.880e+09 atoms/s
Mean growth rate, isolated: 12.73 nm/s
Mean growth rate, paired: 11.97 nm/s
Liquid jump length: 0.3 nm
Assumed attachment probability: 0.1
Liquid surface-resistance length L: 3.0 nm
Single uptake cut by L, estimate: 0.38 %
Loss with this L, estimate: 5.96 %
Growth time considered: 1.0 s
Diffusion time d^2/D: 0.020 s
Loss at that growth time: 5.56 %
Diffusion length sqrt(D t): 70.7 um
Melt depth: 1.0 mm
Mean film thickness at that time: 12.7 nm
Saturated concentration: 1.0e+19 cm^-3
Assumed capillary length: 1.0 nm
Dome radius of curvature: 39.3 um
Curvature shift / c0: 0.51 %
Loss for hemispheres of radius a: 9.08 %
Vapour: 1000 K, 760 Torr, 100 u
Vapour diffusivity: 3.0 cm2/s
Vapour mean thermal speed: 4.601e+04 cm/s
Vapour effective mean free path: 1.96 um
Vapour resistance length, unit sticking: 2.61 um
Vapour uptake / diffusion limit: 0.231
Vapour loss, interpolation: 1.45 %
```
